# Lateral Junction Spread Beneath an Inert Mask: Asymptotics with First Correction: verification in Python

```python
"""Constant-source diffusion below the edge of an inert mask.

Result under test: with lengths in units of L = 2*sqrt(D*t), the surface
concentration under the mask, relative to the source value, is
    S(xi) = (2/pi) * integral_0^{pi/2} erfc(xi / cos(theta)^2) dtheta,
while far inside the window the depth profile is erfc(eta).
c   = background doping / source concentration
xi  = lateral junction position / L,  eta = vertical junction depth / L
The ratio xi/eta is near 0.8 for c of some 1e-3 to 1e-2, and tends to 1
only slowly as c goes to zero.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx, gamma


def surface_over_erfc(xi):
    """S(xi)/erfc(xi), scaled so that it never underflows."""
    def integrand(theta):
        w = 1 / np.cos(theta)**2
        return erfcx(xi * w) / erfcx(xi) * np.exp(-xi**2 * (w**2 - 1))
    return 2 / np.pi * quad(integrand, 0, np.pi / 2, limit=300,
                            epsabs=1e-12, epsrel=1e-10)[0]


def log_erfc(x):
    return np.log(erfcx(x)) - x**2


def vertical(c):
    return brentq(lambda y: log_erfc(y) - np.log(c), 0, 40, xtol=1e-13)


def lateral(c):
    return brentq(lambda x: np.log(surface_over_erfc(x)) + log_erfc(x)
                  - np.log(c), 1e-9, vertical(c), xtol=1e-12)


def ratio(c):
    return lateral(c) / vertical(c)


# ---- Laplace-transformed field: equation and boundary conditions
mp.mp.dps = 30
KAPPA = mp.mpf("1.3")


def transformed_field(x, z):
    r, angle = mp.hypot(x, z), mp.atan2(z, x)
    a = mp.sqrt(2 * r) * mp.sin(mp.pi / 4 - angle / 2)
    b = mp.sqrt(2 * r) * mp.sin(mp.pi / 4 + angle / 2)
    return (mp.exp(-KAPPA * z) * mp.erfc(mp.sqrt(KAPPA) * a)
            + mp.exp(KAPPA * z) * mp.erfc(mp.sqrt(KAPPA) * b)) / 2


step = mp.mpf("1e-4")
field_residual = 0
for x0, z0 in [(0.7, 0.4), (-0.8, 0.5), (0.1, 1.2), (-1.5, 1.0)]:
    x0, z0 = mp.mpf(x0), mp.mpf(z0)
    centre = transformed_field(x0, z0)
    laplacian = (transformed_field(x0 + step, z0)
                 + transformed_field(x0 - step, z0)
                 + transformed_field(x0, z0 + step)
                 + transformed_field(x0, z0 - step) - 4 * centre) / step**2
    field_residual = max(field_residual,
                         abs(laplacian - KAPPA**2 * centre))
assert field_residual < 1e-6
for distance in (0.2, 1.0, 2.5):
    d = mp.mpf(distance)
    assert abs(transformed_field(-d, mp.mpf(0)) - 1) < 1e-20
    slope = (-3 * transformed_field(d, mp.mpf(0))
             + 4 * transformed_field(d, step)
             - transformed_field(d, 2 * step)) / (2 * step)
    assert abs(slope) < 1e-5

# ---- time-domain surface profile against numerical Laplace inversion
# Here D = 1/4 and t = 1, hence L = 1.
mp.mp.dps = 15
inversion_error = 0.0
for x0 in (0.3, 1.0, 2.0):
    inverse = float(mp.invertlaplace(
        lambda s: mp.erfc(mp.sqrt(2 * x0 * mp.sqrt(s))) / s,
        1, method="talbot"))
    direct = surface_over_erfc(x0) * erfc(x0)
    inversion_error = max(inversion_error, abs(inverse / direct - 1))
assert inversion_error < 1e-5

# ---- limiting laws
tail_coefficients = []
for x0 in (10.0, 20.0):
    scaled = surface_over_erfc(x0) * np.sqrt(2 * np.pi) * x0
    tail_coefficients.append((1 - scaled) * x0**2)
assert abs(tail_coefficients[1] - 11 / 16) < 0.02
assert (abs(tail_coefficients[1] - 11 / 16)
        < abs(tail_coefficients[0] - 11 / 16))


def low_background_estimate(c):
    eta = vertical(c)
    return 1 - np.log(np.sqrt(2 * np.pi) * eta) / (2 * eta**2)


c_extreme = 1e-100
extreme_ratio = ratio(c_extreme)
assert abs((1 - low_background_estimate(c_extreme))
           / (1 - extreme_ratio) - 1) < 0.05

small_xi = 1e-6
edge_drop = 2 / np.pi * quad(
    lambda phi: erf(small_xi / np.sin(phi)**2), 0, np.pi / 2,
    points=[1e-3, 1e-2, 1e-1], limit=400, epsabs=1e-12)[0]
edge_law = 2 * np.sqrt(2 * small_xi) / (np.sqrt(np.pi) * gamma(0.75))
assert abs(edge_drop / edge_law - 1) < 1e-3

c_scan = np.concatenate(([0.9, 0.7, 0.5, 0.3], np.logspace(-1, -12, 23)))
ratio_scan = np.array([ratio(c) for c in c_scan])
assert np.all(np.diff(ratio_scan) > 0) and np.all(ratio_scan < 1)
assert ratio(1e-2) > 0.75 and ratio(1e-3) < 0.85
c_four_fifths = brentq(lambda c: ratio(c) - 0.8, 1e-4, 1e-1)


# ---- two-dimensional simulation from the diffusion equation
def linear_potential(conc):
    return conc


def hole_enhanced(source_over_ni):
    """Flux potential C*p/ni, scaled to unit slope at the source value."""
    def hole_factor(conc):
        u = conc * source_over_ni / 2
        return u + np.sqrt(u * u + 1)

    def raw_slope(conc):
        u = conc * source_over_ni / 2
        return hole_factor(conc) * (1 + u / np.sqrt(u * u + 1))
    top = raw_slope(1.0)
    return (lambda conc: conc * hole_factor(conc) / top,
            lambda conc: raw_slope(conc) / top, top)


def simulate(h, potential, c, oxide_weight=0.0):
    """Explicit steps to t = 1 with largest diffusivity 1/4 (L = 1).

    The optional oxide is a set of vertical columns above the mask, in a
    scaled depth where its diffusivity equals that of the semiconductor.
    Returns the lateral and vertical junction positions.
    """
    edge = round(3 / h)
    nx, nz = edge + round(4.5 / h) + 1, round(4.5 / h) + 1
    conc = np.zeros((nz, nx))
    conc[0, :edge + 1] = 1
    padded = np.zeros((nz + 2, nx + 2))
    oxide = np.zeros((nz, nx - edge - 1))
    for _ in range(round(1.5 / h**2)):
        padded[1:-1, 1:-1] = potential(conc)
        padded[0], padded[-1] = padded[2], padded[-3]
        padded[:, 0], padded[:, -1] = padded[:, 2], padded[:, -3]
        change = (padded[:-2, 1:-1] + padded[2:, 1:-1]
                  + padded[1:-1, :-2] + padded[1:-1, 2:]
                  - 4 * padded[1:-1, 1:-1]) / 6
        if oxide_weight:
            uptake = oxide_weight * 2 * (oxide[1] - oxide[0]) / 6
            change[0, edge + 1:] = ((change[0, edge + 1:] + uptake)
                                    / (1 + oxide_weight))
            oxide[1:-1] += (oxide[2:] + oxide[:-2] - 2 * oxide[1:-1]) / 6
        conc += change
        conc[0, :edge + 1] = 1
        if oxide_weight:
            oxide[0] = conc[0, edge + 1:]

    def crossing(profile):
        logs = -np.log(np.maximum(profile, 1e-200))
        return np.interp(-np.log(c), logs, h * np.arange(len(profile)))
    return np.array([crossing(conc[0, edge:]), crossing(conc[:, 0])])


def extrapolated(potential, c, oxide_weight=0.0):
    """Mask-edge error is first order in h, depth error second order."""
    coarse = simulate(0.05, potential, c, oxide_weight)
    fine = simulate(0.025, potential, c, oxide_weight)
    best = np.array([2 * fine[0] - coarse[0], (4 * fine[1] - coarse[1]) / 3])
    return best, fine


def similarity_depth(slope_function, c):
    """Vertical junction from the one-dimensional similarity equation."""
    grid = np.linspace(0, 6, 6001)

    def shoot(flux):
        def rhs(y, state):
            slope_here = slope_function(max(state[0], 0.0))
            return [-state[1] / slope_here, -2 * y * state[1] / slope_here]
        return solve_ivp(rhs, (0, 6), [1.0, flux], method="LSODA",
                         t_eval=grid, rtol=1e-9, atol=1e-12).y[0]
    flux = brentq(lambda g: shoot(g)[-1], 0.1, 3.0, xtol=1e-13)
    return np.interp(-c, -shoot(flux), grid)


# ---- worked example: rough values for boron entering silicon
temperature = 1273.0          # K
duration = 3600.0             # s
prefactor = 1.0               # cm^2/s, rough
activation = 3.5              # eV, rough
source, background = 5e18, 1e16   # cm^-3
strong_source = 1e20          # cm^-3
intrinsic = 1e19              # cm^-3 at the furnace temperature, rough
oxide_diffusivity = 3e-18     # cm^2/s, rough
segregation = 0.3             # silicon/oxide concentration ratio, rough
k_ev = constants.k / constants.e


def diffusivity(temp):
    return prefactor * np.exp(-activation / (k_ev * temp))


D = diffusivity(temperature)
length = 2 * np.sqrt(D * duration) * 1e7   # nm
c = background / source
xi, eta = lateral(c), vertical(c)

plain, _ = extrapolated(linear_potential, c)
assert abs(plain[0] - xi) < 0.01
assert abs(plain[1] - eta) < 0.005

oxide_weight = np.sqrt(oxide_diffusivity / D) / segregation
leaky, _ = extrapolated(linear_potential, c, oxide_weight)
assert leaky[0] < plain[0] and abs(leaky[1] - plain[1]) < 0.005

pot_mid, slope_mid, top_mid = hole_enhanced(source / intrinsic)
mid, _ = extrapolated(pot_mid, c)
mid_ode = similarity_depth(slope_mid, c)
assert abs(mid[1] - mid_ode) < 0.005

c_strong = background / strong_source
pot_strong, slope_strong, top_strong = hole_enhanced(
    strong_source / intrinsic)
strong, strong_fine = extrapolated(pot_strong, c_strong)
strong_ode = similarity_depth(slope_strong, c_strong)
# The steep front spans only a few cells, hence the wider tolerances.
assert abs(strong[1] - strong_ode) < 0.03
assert abs(strong[0] / strong[1] - strong_fine[0] / strong_fine[1]) < 0.05

hotter = np.sqrt(diffusivity(temperature + 10) / D) - 1

print("Lateral/vertical junction ratio, constant diffusivity")
for value in (0.5, 1e-1, 1e-2, 1e-3, 1e-4, 1e-5, 1e-6):
    print(f"  c = {value:7.1e}: xi = {lateral(value):.4f}, "
          f"eta = {vertical(value):.4f}, ratio = {ratio(value):.4f}")
print(f"c at which the ratio is 0.8: {c_four_fifths:.2e}")
print(f"ratio at c = 1e-100: {extreme_ratio:.4f}")
print(f"low-c estimate at c = 1e-100: "
      f"{low_background_estimate(c_extreme):.4f}")
print(f"low-c estimate at c = 1e-4: {low_background_estimate(1e-4):.4f}")
print(f"tail coefficient at xi = 20: {tail_coefficients[1]:.4f}")
print(f"edge drop 1-S at xi = 1e-6: {edge_drop:.4e}")
print(f"edge law at xi = 1e-6: {edge_law:.4e}")
print(f"largest relative inversion error: {inversion_error:.1e}")
print("Example (rough values, boron in silicon)")
print(f"temperature: {temperature:.0f} K")
print(f"time: {duration:.0f} s")
print(f"diffusivity prefactor: {prefactor:.1f} cm2/s")
print(f"activation energy: {activation:.1f} eV")
print(f"thermal energy kT: {k_ev * temperature:.4f} eV")
print(f"diffusivity: {D:.3e} cm2/s")
print(f"source concentration: {source:.1e} cm^-3")
print(f"background concentration: {background:.1e} cm^-3")
print(f"c: {c:.1e}")
print(f"length L: {length:.1f} nm")
print(f"xi: {xi:.4f}, eta: {eta:.4f} (units of L)")
print(f"vertical depth: {eta * length:.1f} nm = "
      f"{eta * length * 10:.0f} angstrom")
print(f"lateral reach: {xi * length:.1f} nm = "
      f"{xi * length * 10:.0f} angstrom")
print(f"ratio: {xi / eta:.4f}")
print(f"simulated xi: {plain[0]:.4f}, eta: {plain[1]:.4f}")
print(f"simulated ratio: {plain[0] / plain[1]:.3f}")
print("Neglected effects")
print(f"intrinsic carrier density: {intrinsic:.1e} cm^-3")
print(f"diffusivity enhancement at source: {top_mid:.3f}")
print(f"enhanced vertical depth: {mid[1] * length * top_mid**0.5:.0f} nm")
print(f"enhanced lateral reach: {mid[0] * length * top_mid**0.5:.0f} nm")
print(f"enhanced ratio: {mid[0] / mid[1]:.3f}")
print(f"strong source: {strong_source:.1e} cm^-3, c = {c_strong:.1e}")
print(f"strong-source enhancement: {top_strong:.1f}")
print(f"strong-source depth: "
      f"{strong_ode * length * top_strong**0.5:.0f} nm")
print(f"strong-source ratio: {strong[0] / strong[1]:.2f}")
print(f"oxide diffusivity: {oxide_diffusivity:.1e} cm2/s")
print(f"silicon/oxide segregation ratio: {segregation:.1f}")
print(f"oxide uptake parameter: {oxide_weight:.4f}")
print(f"lateral reach with uptake: {leaky[0] * length:.0f} nm")
print(f"ratio with uptake: {leaky[0] / leaky[1]:.3f}")
print(f"length change for +10 K: {100 * hotter:.1f} percent")
print("every check passed")
```

Printed output:

```
Lateral/vertical junction ratio, constant diffusivity
  c = 5.0e-01: xi = 0.1594, eta = 0.4769, ratio = 0.3342
  c = 1.0e-01: xi = 0.7449, eta = 1.1631, ratio = 0.6404
  c = 1.0e-02: xi = 1.4248, eta = 1.8214, ratio = 0.7823
  c = 1.0e-03: xi = 1.9592, eta = 2.3268, ratio = 0.8420
  c = 1.0e-04: xi = 2.4074, eta = 2.7511, ratio = 0.8751
  c = 1.0e-05: xi = 2.7990, eta = 3.1234, ratio = 0.8961
  c = 1.0e-06: xi = 3.1503, eta = 3.4589, ratio = 0.9108
c at which the ratio is 0.8: 5.88e-03
ratio at c = 1e-100: 0.9920
low-c estimate at c = 1e-100: 0.9920
low-c estimate at c = 1e-4: 0.8724
tail coefficient at xi = 20: 0.6838
edge drop 1-S at xi = 1e-6: 1.3022e-03
edge law at xi = 1e-6: 1.3022e-03
largest relative inversion error: 4.4e-16
Example (rough values, boron in silicon)
temperature: 1273 K
time: 3600 s
diffusivity prefactor: 1.0 cm2/s
activation energy: 3.5 eV
thermal energy kT: 0.1097 eV
diffusivity: 1.392e-14 cm2/s
source concentration: 5.0e+18 cm^-3
background concentration: 1.0e+16 cm^-3
c: 2.0e-03
length L: 141.6 nm
xi: 1.8093, eta: 2.1851 (units of L)
vertical depth: 309.3 nm = 3093 angstrom
lateral reach: 256.1 nm = 2561 angstrom
ratio: 0.8280
simulated xi: 1.8088, eta: 2.1851
simulated ratio: 0.828
Neglected effects
intrinsic carrier density: 1.0e+19 cm^-3
diffusivity enhancement at source: 1.591
enhanced vertical depth: 322 nm
enhanced lateral reach: 267 nm
enhanced ratio: 0.829
strong source: 1.0e+20 cm^-3, c = 1.0e-04
strong-source enhancement: 20.0
strong-source depth: 617 nm
strong-source ratio: 0.81
oxide diffusivity: 3.0e-18 cm2/s
silicon/oxide segregation ratio: 0.3
oxide uptake parameter: 0.0489
lateral reach with uptake: 252 nm
ratio with uptake: 0.814
length change for +10 K: 13.2 percent
every check passed
```
